# Building the gold K-alpha1 energy from Schrödinger to QED: a program that tests the result

```python
"""Gold K-alpha1 energy: E(1s hole) - E(2p3/2 hole), split into
Schroedinger + Dirac + nuclear size + relaxation + Breit + QED parts.

Hartree atomic units.  P, Q: large and small radial functions; kappa: Dirac
angular number; g = 2|kappa|: shell capacity; occ: shell occupation.
Orbitals come from a local exchange-only potential; energies use exact
exchange averaged over a configuration.  The two self-energy functions F are
outside inputs (rounded all-order one-electron values), not results of this code.
"""
from functools import lru_cache
import numpy as np
from numpy.polynomial import legendre as leg
from scipy import constants as const
from scipy.interpolate import BSpline
from scipy.integrate import solve_ivp
from scipy.linalg import eigh
from sympy import Rational
from sympy.physics.wigner import wigner_3j
from pyscf import gto, scf, dft

ALPHA = const.alpha
C = 1.0 / ALPHA
EV = const.value('Hartree energy in eV')
BOHR_FM = const.value('Bohr radius') * 1e15
Z = 79
MASS_NUMBER = 197
R_NUC = 1.2 * MASS_NUMBER ** (1 / 3) / BOHR_FM
F_1S, F_2P3 = 1.51, 0.26       # outside inputs for the self-energy

I2 = np.eye(2)
J2 = np.array([[0.0, -1.0], [1.0, 0.0]])
SX = np.array([[0, 1], [1, 0]], complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.array([[1, 0], [0, -1]], complex)


class RadialSpace:
    """Spline space on a logarithmic mesh with Gauss points in each interval."""

    def __init__(self, r_first, relativistic):
        self.relativistic = relativistic
        degree, m = 7, 10
        edges = np.concatenate(([0.0], np.geomspace(r_first, 35.0, 56)))
        knots = np.concatenate((np.zeros(degree), edges,
                                np.full(degree, edges[-1])))
        x, wg = leg.leggauss(m)
        self.half = np.diff(edges)[:, None] / 2
        self.r = (edges[:-1, None] + self.half * (1 + x)).ravel()
        self.w = (self.half * wg).ravel()
        self.wg = wg
        vander = leg.legvander(x, m)
        primitive = np.empty((m, m))
        primitive[:, 0] = x + 1
        for n in range(1, m):
            primitive[:, n] = (vander[:, n + 1] - vander[:, n - 1]) / (2*n + 1)
        norm = (2 * np.arange(m) + 1) / 2
        self.partial = primitive @ (norm[:, None] * vander[:, :m].T * wg)
        spline = BSpline(knots, np.eye(len(knots) - degree - 1), degree)
        self.value = spline(self.r)
        self.slope = spline(self.r, 1)
        self.root_w = np.sqrt(self.w)[:, None]
        self.blocks = {}

    def block(self, kappa):
        if kappa not in self.blocks:
            first = 1 if kappa == -1 else 2
            large = self.value[:, first:-1] * self.root_w
            small = (self.slope + kappa * self.value / self.r[:, None])
            small = small[:, first:-1] * self.root_w
            size = np.linalg.norm(large, axis=0)
            large, small = large / size, small / size
            u, tri = np.linalg.qr(large)
            image = np.linalg.solve(tri.T, small.T).T
            s, _ = np.linalg.qr(small / np.linalg.norm(small, axis=0))
            self.blocks[kappa] = (u, s, s.T @ image)
        return self.blocks[kappa]

    def solve(self, kappa, v, count):
        """Lowest bound states: energies, P and Q (one row per state)."""
        u, s, k = self.block(kappa)
        n = u.shape[1]
        v_large = (u.T * v) @ u
        if not self.relativistic:
            e, x = eigh(0.5 * k.T @ k + v_large, subset_by_index=[0, count-1])
            p = (u @ x / self.root_w).T
            return e, p, np.zeros_like(p)
        v_small = (s.T * v) @ s - 2 * C**2 * np.eye(n)
        h = np.block([[v_large, C * k.T], [C * k, v_small]])
        e, x = eigh(h, subset_by_index=[n, n + count - 1])
        return e, (u @ x[:n] / self.root_w).T, (s @ x[n:] / self.root_w).T

    def spread(self, f, p, q):
        """Integral over s of f(s) r_less**p / r_greater**q."""
        shape = (len(self.half), len(self.wg))
        low = (f * self.r ** float(p)).reshape(shape)
        high = (f * self.r ** float(-q)).reshape(shape)
        low_sum = self.half[:, 0] * (low @ self.wg)
        high_sum = self.half[:, 0] * (high @ self.wg)
        before = np.concatenate(([0.0], np.cumsum(low_sum)[:-1]))
        after = np.concatenate((np.cumsum(high_sum[::-1])[::-1], [0.0]))[1:]
        inner = before[:, None] + self.half * (low @ self.partial.T)
        outer = (after + high_sum)[:, None] - self.half * (high @ self.partial.T)
        return (inner.ravel() * self.r ** float(-q)
                + outer.ravel() * self.r ** float(p))


def trace(matrix):
    return np.einsum('...ii', matrix).real


def spin_kernel(kappa, x):
    """Sum over m of chi(1) chi(2)^dagger, directions at angle arccos(x)."""
    l = kappa if kappa > 0 else -kappa - 1
    coef = np.zeros(l + 1)
    coef[l] = 1
    even = abs(kappa) * leg.legval(x, coef)
    odd = -np.sign(kappa) * np.sqrt(1 - x*x) * leg.legval(x, leg.legder(coef))
    return (even[..., None, None]*I2 + odd[..., None, None]*J2) / (4*np.pi)


def current_traces(ka, kb, x, spins):
    """Spin sums multiplying u1*u2, v1*v2, -u1*v2, -v1*u2; u=PaQb, v=QaPb."""
    ga = np.swapaxes(spin_kernel(ka, x), -1, -2)
    gma = np.swapaxes(spin_kernel(-ka, x), -1, -2)
    gb, gmb = spin_kernel(kb, x), spin_kernel(-kb, x)
    s2 = np.sqrt(1 - x*x)[..., None, None]*SX + x[..., None, None]*SZ
    total = np.zeros((4,) + x.shape)
    for s in spins:
        total += np.array([trace(ga @ s @ gmb @ s), trace(gma @ s @ gb @ s),
                           trace(s2 @ ga @ s @ SZ @ gb @ s),
                           trace(ga @ SZ @ s @ gb @ s2 @ s)])
    return total


@lru_cache(maxsize=None)
def exchange_weights(ka, kb):
    x, wx = leg.leggauss(20)
    project = 8 * np.pi**2 * leg.legvander(x, 8) * wx[:, None]
    ga = np.swapaxes(spin_kernel(ka, x), -1, -2)
    scalar = trace(ga @ spin_kernel(kb, x)) @ project
    return scalar, current_traces(ka, kb, x, (SX, SY, SZ)) @ project


def breit_pair(space, a, b):
    """Magnetic and retardation exchange, summed over both shells' m values."""
    (ka, ea, pa, qa), (kb, eb, pb, qb) = a, b
    scalar, current = exchange_weights(ka, kb)
    u, v, f, w = pa*qb, qa*pb, pa*pb + qa*qb, space.w
    magnetic = retard = 0.0
    for k in range(9):
        c = current[:, k]
        if np.max(np.abs(c)) > 1e-10:
            yu, yv = space.spread(u, k, k+1), space.spread(v, k, k+1)
            magnetic += w @ (c[0]*u*yu + c[1]*v*yv - (c[2] + c[3])*u*yv)
        if abs(scalar[k]) > 1e-10 and ea != eb:
            y = (space.spread(f, k+2, k+1) / (2*k + 3)
                 - space.spread(f, k, k-1) / (2*k - 1))
            retard += scalar[k] * (w @ (f*y))
    return magnetic, retard * (ea - eb)**2 / (2 * C**2)


def self_consistent(space, shells, occ, v_nuc, strength=1.0, start=None):
    """Local exchange-only field; y = r times the electronic potential."""
    r, electrons = space.r, np.sum(occ)
    if start is None:
        d = 0.9
        depth = d * (electrons - 1)**0.4
        start = (electrons - 1) * (1 - 1/(depth*np.expm1(r/d) + 1))
    y, ys, fs = start.copy(), [], []
    for _ in range(80):
        v = v_nuc + y / r
        eps = np.empty(len(shells))
        p = np.empty((len(shells), len(r)))
        q = np.empty_like(p)
        for kappa in {k for _, k in shells}:
            l = kappa if kappa > 0 else -kappa - 1
            members = [(i, n-l-1) for i, (n, k) in enumerate(shells)
                       if k == kappa]
            e, pp, qq = space.solve(kappa, v, max(j for _, j in members) + 1)
            for i, j in members:
                eps[i], p[i], q[i] = e[j], pp[j], qq[j]
        rho = occ @ (p*p + q*q)
        v_x = -strength * (3*rho / (4*np.pi**2*r*r)) ** (1/3)
        f = r * (space.spread(rho, 0, 1) + v_x) - y
        if np.max(np.abs(f)) < 1e-5:
            break
        ys, fs = (ys + [y])[-6:], (fs + [f])[-6:]
        step = 0.4 * f
        if len(ys) > 1:
            dy, df = np.diff(ys, axis=0).T, np.diff(fs, axis=0).T
            gamma = np.linalg.lstsq(df, f, rcond=1e-10)[0]
            step = step - (dy + 0.4*df) @ gamma
        y = y + step
    else:
        raise AssertionError('self-consistent field did not converge')
    return dict(shells=shells, occ=occ, eps=eps, p=p, q=q, y=y)


def coulomb_terms(space, atom):
    """One-electron energies and configuration-averaged pair energies."""
    p, q, w = atom['p'], atom['q'], space.w
    rho = p*p + q*q
    single = atom['eps'] - rho @ (w * atom['y'] / space.r)
    direct_y = [space.spread(x, 0, 1) for x in rho]
    pair = np.zeros((len(p), len(p)))
    for a, (_, ka) in enumerate(atom['shells']):
        for b in range(a, len(p)):
            kb = atom['shells'][b][1]
            ga, gb = 2*abs(ka), 2*abs(kb)
            direct = w @ (rho[b] * direct_y[a])
            f = p[a]*p[b] + q[a]*q[b]
            weights = exchange_weights(ka, kb)[0]
            exchange = sum(weights[k] * (w @ (f*space.spread(f, k, k+1)))
                           for k in range(9) if abs(weights[k]) > 1e-10)
            if a == b:
                pair[a, a] = (ga*ga*direct - exchange) / (ga*(ga - 1))
            else:
                pair[a, b] = pair[b, a] = direct - exchange/(ga*gb)
    return single, pair


def pair_sum(pair, occ):
    return 0.5 * (occ @ pair @ occ - occ @ np.diag(pair))


def energy(terms, occ):
    return occ @ terms[0] + pair_sum(terms[1], occ)


def breit_energy(space, atom):
    shells = atom['shells']
    orbitals = [(shells[i][1], atom['eps'][i], atom['p'][i], atom['q'][i])
                for i in range(len(shells))]
    tables = np.zeros((2, len(shells), len(shells)))
    for a in range(len(shells)):
        for b in range(a, len(shells)):
            ga, gb = 2*abs(shells[a][1]), 2*abs(shells[b][1])
            count = ga*(ga - 1) if a == b else ga*gb
            value = np.array(breit_pair(space, orbitals[a], orbitals[b]))/count
            tables[:, a, b] = tables[:, b, a] = value
    return np.array([pair_sum(t, atom['occ']) for t in tables]), tables[0, 0, 0]


def sommerfeld(charge, n, kappa):
    gamma = np.sqrt(kappa**2 - (charge*ALPHA)**2)
    ratio = charge*ALPHA / (n - abs(kappa) + gamma)
    return C**2 * (1/np.sqrt(1 + ratio**2) - 1)


def sphere_potential(r):
    return np.where(r < R_NUC, -(3 - (r/R_NUC)**2)/(2*R_NUC), -1/r)


def uehling(r):
    """Vacuum-polarization potential of the uniformly charged nucleus."""
    x, wx = leg.leggauss(120)
    s, ws = 6.5*(x + 1), 6.5*wx
    t = np.cosh(s)
    mu, rr = 2*C*t, r[:, None]
    m = mu*R_NUC
    shape = (m*(1 + np.exp(-2*m)) - (1 - np.exp(-2*m))) / (2*m**3)
    outside = 3*shape*np.exp(-mu*np.maximum(rr - R_NUC, 0))/rr
    sinh_part = (np.exp(mu*np.minimum(rr - R_NUC, 0))
                 - np.exp(-mu*(rr + R_NUC))) / (2*mu*rr)
    inside = 3/(m*m*R_NUC) * (1 - (1 + m)*sinh_part)
    yukawa = np.where(rr < R_NUC, inside, outside)
    weight = ws*np.tanh(s)**2*(1 + 1/(2*t*t))
    return -2*ALPHA*Z/(3*np.pi) * (yukawa @ weight)


dirac = RadialSpace(1e-6, True)
schroedinger = RadialSpace(5e-4, False)
point, sphere = -1/dirac.r, sphere_potential(dirac.r)

# Spline energies against the analytic point-nucleus spectrum.
for n, kappa in ((1, -1), (2, 1), (2, -2)):
    l = kappa if kappa > 0 else -kappa - 1
    found = dirac.solve(kappa, Z*point, n - l)[0][-1]
    assert abs(found - sommerfeld(Z, n, kappa)) < 2e-3

# Finite-nucleus energy against outward and inward numerical integration.
def matching_error(e):
    def slope(t, state):
        r = np.exp(t)
        p, q = state
        v = Z*float(sphere_potential(r))
        return [p + r*(e - v + 2*C**2)/C*q, -q + r*(v - e)/C*p]
    r0, r_mid, r_far = 1e-7, 0.015, 0.4
    v0 = -1.5*Z/R_NUC
    decay = -np.sqrt(-e/(2*C**2 + e))
    options = dict(method='DOP853', rtol=1e-11, atol=1e-20)
    out = solve_ivp(slope, np.log([r0, r_mid]),
                    [r0, (v0 - e)/(3*C)*r0**2], **options).y[:, -1]
    back = solve_ivp(slope, np.log([r_far, r_mid]),
                     [1.0, decay], **options).y[:, -1]
    return out[1]/out[0] - back[1]/back[0]

e_sphere = dirac.solve(-1, Z*sphere, 1)[0][0]
assert matching_error(e_sphere - 2e-3) * matching_error(e_sphere + 2e-3) < 0

# Angular exchange weights against 3j symbols.
for ka, kb in ((-1, -1), (-1, -2), (1, -2), (2, -4), (3, -3), (-4, -4)):
    la, lb = (k if k > 0 else -k-1 for k in (ka, kb))
    for k in range(8):
        ja, jb = Rational(2*abs(ka)-1, 2), Rational(2*abs(kb)-1, 2)
        symbol = float(wigner_3j(ja, k, jb, Rational(1, 2), 0, -Rational(1, 2)))
        expected = 4*abs(ka*kb)*symbol**2 if (la + lb + k) % 2 == 0 else 0
        assert abs(exchange_weights(ka, kb)[0][k] - expected) < 1e-10

# Complete nonrelativistic energy functional against a Gaussian basis for neon.
ne_shells = [(1, -1), (2, -1), (2, 1), (2, -2)]
ne_occ = np.array([2., 2., 2., 4.])
neon = self_consistent(schroedinger, ne_shells, ne_occ, -10/schroedinger.r)
ne_radial = energy(coulomb_terms(schroedinger, neon), ne_occ)
basis = gto.expand_etbs([(0, 20, 0.08, 2.3), (1, 14, 0.08, 2.3)])
mol = gto.M(atom='Ne 0 0 0', basis={'Ne': basis}, verbose=0)
mf = dft.RKS(mol)
mf.xc = 'LDA,'
mf.kernel()
assert mf.converged
ne_gaussian = scf.RHF(mol).energy_tot(mf.make_rdm1())
assert abs(ne_radial - ne_gaussian) < 2e-3


def ion_orbital(charge, kappa, potential):
    e, p, q = dirac.solve(kappa, charge*potential, 1)
    return kappa, e[0], p[0], q[0]


# Magnetic energy of 1s^2 against its contact limit at small charge.
light = ion_orbital(5, -1, point)
light_breit = breit_pair(dirac, light, light)[0]/2
assert abs(light_breit/(5**3/(4*C**2)) - 1) < 5e-3


def direct_breit():
    """1s-2p3/2 exchange by integration over r1, r2 and their distance."""
    def orbital(kappa, r):
        gamma = np.sqrt(kappa**2 - (Z*ALPHA)**2)
        decay = Z/abs(kappa)
        ratio = -Z*ALPHA/(abs(kappa) + gamma)
        x, wx = leg.leggauss(200)
        rr, wr = 0.5*(x + 1), 0.5*wx
        base = lambda s: s**gamma*np.exp(-decay*s)
        norm = np.sqrt((1 + ratio**2)*np.sum(wr*base(rr)**2))
        return base(r)/norm, ratio*base(r)/norm
    x, wx = leg.leggauss(40)
    unit, wu = (x + 1)/2, wx/2
    t = unit[:, None]
    log_range = np.log((1 + t)/(1 - t))
    distance = (1 - t)*np.exp(log_range*unit)
    w_distance = wu*log_range*distance
    cosine = np.clip((1 + t*t - distance**2)/(2*t), -1, 1)
    sine = np.sqrt(1 - cosine**2)
    rho, w_rho = 0.35*unit, 0.35*wu
    total = 0.0
    for swapped in (False, True):
        r1, r2 = (t, 1.0) if swapped else (1.0, t)
        nx, nz = -r2*sine/distance, (r1 - r2*cosine)/distance
        along = nx[..., None, None]*SX + nz[..., None, None]*SZ
        spin = current_traces(-1, -2, cosine, (SX, SY, SZ, along))
        spin = np.sum(spin*w_distance, axis=2)
        first = rho[:, None]*(unit if swapped else np.ones_like(unit))
        second = rho[:, None]*(np.ones_like(unit) if swapped else unit)
        (pa1, qa1), (pb1, qb1) = orbital(-1, first), orbital(-2, first)
        (pa2, qa2), (pb2, qb2) = orbital(-1, second), orbital(-2, second)
        u1, v1, u2, v2 = pa1*qb1, qa1*pb1, pa2*qb2, qa2*pb2
        integrand = (u1*u2*spin[0] + v1*v2*spin[1]
                     - u1*v2*spin[2] - v1*u2*spin[3])
        total += 4*np.pi**2*np.sum(w_rho[:, None]*wu/unit*integrand)
    return total


ion_1s_point = ion_orbital(Z, -1, point)
ion_2p_point = ion_orbital(Z, -2, point)
breit_split = breit_pair(dirac, ion_1s_point, ion_2p_point)
breit_direct = direct_breit()
assert abs(sum(breit_split)/breit_direct - 1) < 1e-3

# Uehling potential: its volume integral is fixed by the long-wave limit.
v_u = uehling(dirac.r)
volume = np.sum(4*np.pi*dirac.r**2*dirac.w*v_u)
assert abs(volume/(-4*Z*ALPHA**3/15) - 1) < 1e-4

# Gold: neutral atom and both hole states.
ranges = {-1: range(1, 7), 1: range(2, 6), -2: range(2, 6), 2: range(3, 6),
          -3: range(3, 6), 3: [4], -4: [4]}
shells = [(n, kappa) for kappa, ns in ranges.items() for n in ns]
occ = np.array([2.*abs(kappa) for _, kappa in shells])
occ[shells.index((6, -1))] = 1
assert occ.sum() == Z
i_k, i_l = shells.index((1, -1)), shells.index((2, -2))
occ_k, occ_l = occ.copy(), occ.copy()
occ_k[i_k] -= 1
occ_l[i_l] -= 1


def frozen_line(space, v_nuc, start=None):
    atom = self_consistent(space, shells, occ, v_nuc, start=start)
    terms = coulomb_terms(space, atom)
    return atom, terms, energy(terms, occ_k) - energy(terms, occ_l)


_, _, line_s = frozen_line(schroedinger, -Z/schroedinger.r)
atom_point, _, line_d = frozen_line(dirac, Z*point)
neutral, neutral_terms, line_n = frozen_line(dirac, Z*sphere, atom_point['y'])
hole_k = self_consistent(dirac, shells, occ_k, Z*sphere, start=neutral['y'])
hole_l = self_consistent(dirac, shells, occ_l, Z*sphere, start=neutral['y'])
energy_k = energy(coulomb_terms(dirac, hole_k), occ_k)
energy_l = energy(coulomb_terms(dirac, hole_l), occ_l)
line_r = energy_k - energy_l
relax_k = energy_k - energy(neutral_terms, occ_k)
relax_l = energy_l - energy(neutral_terms, occ_l)
assert relax_k < 0 and relax_l < 0

# Sensitivity to the local potential that generates the orbitals.
strong_k = self_consistent(dirac, shells, occ_k, Z*sphere, 1.2, hole_k['y'])
strong_l = self_consistent(dirac, shells, occ_l, Z*sphere, 1.2, hole_l['y'])
line_strong = (energy(coulomb_terms(dirac, strong_k), occ_k)
               - energy(coulomb_terms(dirac, strong_l), occ_l))
gap = lambda atom: atom['eps'][i_l] - atom['eps'][i_k]
line_change = line_strong - line_r
gap_change = gap(strong_k) - gap(hole_k)
assert abs(line_change) < 0.1*abs(gap_change)

breit_k, pair_1s = breit_energy(dirac, hole_k)
breit_l, _ = breit_energy(dirac, hole_l)
magnetic, retardation = breit_k - breit_l


def vp_orbital(orbital):
    return np.sum(dirac.w*v_u*(orbital[2]**2 + orbital[3]**2))


def vp_shells(atom):
    return (atom['p']**2 + atom['q']**2) @ (dirac.w*v_u)


ion_1s, ion_2p = (ion_orbital(Z, kappa, sphere) for kappa in (-1, -2))
vp_ion_1s, vp_ion_2p = vp_orbital(ion_1s), vp_orbital(ion_2p)
se_ion_1s = Z**4*ALPHA**3*F_1S/np.pi
se_ion_2p = Z**4*ALPHA**3*F_2P3/(8*np.pi)
vp_k, vp_l = vp_shells(hole_k), vp_shells(hole_l)
vp_line = occ_k @ vp_k - occ_l @ vp_l
se_factor = np.array([se_ion_1s/vp_ion_1s if kappa == -1 else
                      se_ion_2p/vp_ion_2p if kappa == -2 else 0.0
                      for _, kappa in shells])
se_line = occ_k @ (se_factor*vp_k) - occ_l @ (se_factor*vp_l)
screen_1s = vp_shells(neutral)[i_k]/vp_ion_1s
near = np.argmin(np.abs(dirac.r - R_NUC))
density_ratio = ((neutral['p'][i_k, near]**2 + neutral['q'][i_k, near]**2)
                 / (ion_1s[2][near]**2 + ion_1s[3][near]**2))
assert abs(screen_1s/density_ratio - 1) < 0.01

# Local powers of nuclear charge for one-electron ions (radius held fixed).
def scaling_terms(charge):
    a, b = ion_orbital(charge, -1, point), ion_orbital(charge, -1, sphere)
    return np.array([-(a[1] + charge**2/2), b[1] - a[1],
                     breit_pair(dirac, a, a)[0]/2,
                     -vp_orbital(b)*charge/Z])

powers = np.log(scaling_terms(80)/scaling_terms(78))/np.log(80/78)
assert np.all(powers > [4, 4, 3, 4])
bare_s = 3*Z**2/8
bare_d = sommerfeld(Z, 2, -2) - sommerfeld(Z, 1, -1) - bare_s
bare_size = (ion_2p[1] - ion_1s[1]) - (ion_2p_point[1] - ion_1s_point[1])
z_eff = np.sqrt(8*line_s/3)
scaled_d = sommerfeld(z_eff, 2, -2) - sommerfeld(z_eff, 1, -1) - line_s

parts = [('Schroedinger, frozen', line_s), ('Dirac', line_d - line_s),
         ('nuclear size', line_n - line_d), ('relaxation', line_r - line_n),
         ('Breit', magnetic + retardation), ('QED', vp_line + se_line)]
total = sum(value for _, value in parts)
assert abs(total*EV/1000 - 68.8) < 0.1

print(f'Nuclear charge Z: {Z}; mass number: {MASS_NUMBER}')
print(f'Nuclear sphere radius: {R_NUC:.4e} bohr')
print(f'Input self-energy F: 1s {F_1S:.2f}, 2p3/2 {F_2P3:.2f}')
print('Gold K-alpha1 parts:')
for name, value in parts:
    print(f'  {name}: {value:.3f} hartree = {value*EV:.1f} eV')
print(f'  total: {total:.3f} hartree = {total*EV/1000:.4f} keV')
print(f'Relaxation of 1s hole: {relax_k:.3f} hartree')
print(f'Relaxation of 2p3/2 hole: {relax_l:.3f} hartree')
print(f'Breit magnetic part: {magnetic:.3f} hartree')
print(f'Breit retardation part: {retardation:.3f} hartree')
print(f'Magnetic 1s-1s pair integral, K-hole orbitals: {pair_1s:.3f} hartree')
print(f'Uehling part of line: {vp_line:.3f} hartree')
print(f'Self-energy part of line: {se_line:.3f} hartree')
print(f'Bare-ion 1s Uehling shift: {vp_ion_1s:.3f} hartree')
print(f'Bare-ion 1s self-energy: {se_ion_1s:.3f} hartree')
print(f'Bare-ion 2p3/2 self-energy: {se_ion_2p:.3f} hartree')
print(f'Gold/ion 1s Uehling ratio: {screen_1s:.4f}')
print(f'Gold/ion 1s density ratio at nuclear edge: {density_ratio:.4f}')
print(f'Bare-ion Schroedinger line: {bare_s:.3f} hartree')
print(f'Bare-ion Dirac correction: {bare_d:.3f} hartree')
print(f'Bare-ion size correction: {bare_size:.3f} hartree')
print(f'Effective charge from Schroedinger line: {z_eff:.3f}')
print(f'Dirac correction at effective charge: {scaled_d:.3f} hartree')
for name, power in zip(('Dirac', 'size', '1s2 magnetic', 'Uehling'), powers):
    print(f'Local Z power, {name}: {power:.2f}')
print(f'Line change, exchange strength 1.0 to 1.2: {line_change:.4f} hartree')
print(f'Orbital-gap change in same test: {gap_change:.3f} hartree')
print(f'Neon energy, radial: {ne_radial:.5f} hartree')
print(f'Neon energy, Gaussian: {ne_gaussian:.5f} hartree')
print(f'Ion 1s-2p3/2 Breit sum, multipoles: {sum(breit_split):.5f} hartree')
print(f'Ion 1s-2p3/2 Breit sum, direct: {breit_direct:.5f} hartree')
print('OK')
```

It prints:

```
Nuclear charge Z: 79; mass number: 197
Nuclear sphere radius: 1.3195e-04 bohr
Input self-energy F: 1s 1.51, 2p3/2 0.26
Gold K-alpha1 parts:
  Schroedinger, frozen: 2267.952 hartree = 61714.1 eV
  Dirac: 278.180 hartree = 7569.7 eV
  nuclear size: -1.730 hartree = -47.1 eV
  relaxation: -1.295 hartree = -35.2 eV
  Breit: -9.415 hartree = -256.2 eV
  QED: -5.416 hartree = -147.4 eV
  total: 2528.276 hartree = 68.7979 keV
Relaxation of 1s hole: -3.596 hartree
Relaxation of 2p3/2 hole: -2.301 hartree
Breit magnetic part: -10.042 hartree
Breit retardation part: 0.627 hartree
Magnetic 1s-1s pair integral, K-hole orbitals: 7.261 hartree
Uehling part of line: 1.493 hartree
Self-energy part of line: -6.909 hartree
Bare-ion 1s Uehling shift: -1.543 hartree
Bare-ion 1s self-energy: 7.275 hartree
Bare-ion 2p3/2 self-energy: 0.157 hartree
Gold/ion 1s Uehling ratio: 0.9819
Gold/ion 1s density ratio at nuclear edge: 0.9811
Bare-ion Schroedinger line: 2340.375 hartree
Bare-ion Dirac correction: 297.172 hartree
Bare-ion size correction: -1.793 hartree
Effective charge from Schroedinger line: 77.768
Dirac correction at effective charge: 277.062 hartree
Local Z power, Dirac: 4.45
Local Z power, size: 7.75
Local Z power, 1s2 magnetic: 3.28
Local Z power, Uehling: 5.00
Line change, exchange strength 1.0 to 1.2: -0.0049 hartree
Orbital-gap change in same test: 3.315 hartree
Neon energy, radial: -128.52753 hartree
Neon energy, Gaussian: -128.52749 hartree
Ion 1s-2p3/2 Breit sum, multipoles: 2.48782 hartree
Ion 1s-2p3/2 Breit sum, direct: 2.48782 hartree
OK
```
